# Reconciling Two Si-O Lengths in High-Temperature Cristobalite

## Problem

In the average cubic structure of high-temperature cristobalite, each oxygen site lies midway between two silicon sites. The distance from an average silicon site to the average oxygen site is $L=1.55$ Å. The pair distribution function (PDF), which records distances between atoms at the same instant, gives a local Si-O bond of $d=1.61$ Å. Both lengths are taken as given.

(a) Estimate by scaling how far the oxygen must sit from the Si-Si line for both lengths to hold.

(b) Find the displacement without the small-displacement approximation, with silicon fixed at its average sites and the two bonds of each oxygen equal. Find the Si-O-Si angle and compare with (a).

(c) Explain why the average structure reports the short length while the PDF reports the long one. Does the mean bond length prove that the oxygen lies on a ring?

(d) Can the SiO$_4$ tetrahedra stay regular, and how does silicon motion change the answer?

## First estimate by scaling

Let the oxygen move by $\rho$ perpendicular to the Si-Si line. Reversing the displacement leaves the bond length unchanged, so the lengthening $\Delta=d-L$ has no term linear in $\rho$. The other length available is $L$, hence $\Delta\sim\rho^2/L$ and $\rho\sim\sqrt{L\Delta}$.

The missing factor comes from the first term of the expansion

$$
\sqrt{L^2+\rho^2}=L\sqrt{1+\frac{\rho^2}{L^2}}\simeq L+\frac{\rho^2}{2L}.
$$

Setting the last term equal to $\Delta$ gives

$$
\rho_{\rm est}=\sqrt{2L\Delta}=\sqrt{2(1.55)(0.06)}\ \text{Å}=0.431\ \text{Å}.
$$

A discrepancy of 0.06 Å thus calls for a displacement several times larger, because a sideways displacement lengthens the bond only at second order.

## Exact solution for fixed silicon

Let $\mathbf e$ be the unit vector from the first silicon to the second, and $\mathbf v$ the oxygen displacement from their midpoint. The vectors from the first silicon to oxygen, and from oxygen to the second silicon, are

$$
\mathbf r_1=L\mathbf e+\mathbf v,\qquad \mathbf r_2=L\mathbf e-\mathbf v .
$$

Their squared lengths are

$$
r_1^2=L^2+2L\,\mathbf e\cdot\mathbf v+v^2,\qquad
r_2^2=L^2-2L\,\mathbf e\cdot\mathbf v+v^2 .
$$

Subtraction gives $r_1^2-r_2^2=4L\,\mathbf e\cdot\mathbf v$. Equal bonds therefore require $\mathbf e\cdot\mathbf v=0$: the displacement is transverse. An axial shift of 0.06 Å would instead give one bond of 1.61 Å and one of 1.49 Å, with the mean still 1.55 Å.

With $|\mathbf v|=\rho$ and $r_1=r_2=d$, either squared length becomes $d^2=L^2+\rho^2$, so

$$
\boxed{\rho=\sqrt{d^2-L^2}}
$$

and

$$
\rho=\sqrt{2.5921-2.4025}\ \text{Å}=\sqrt{0.1896}\ \text{Å}=0.435\ \text{Å}.
$$

Rounded, this is 0.44 Å, or 0.044 nm; a rounding uncertainty of 0.005 Å in each input already allows 0.40 to 0.47 Å, and a bridge angle between 146° and 151°. The condition fixes the distance from the line but not the azimuth, so the allowed oxygen positions form a circle around the midpoint.

Half the Si-O-Si angle $\theta$ lies in a right triangle at the oxygen, with opposite side $L$ and adjacent side $\rho$. Therefore

$$
\theta=2\arctan\frac{L}{\rho}=148.6^\circ .
$$

The average sites make a straight bridge although every bridge in this model is bent.

## Comparison of the two answers

Factor the difference of squares and use $d=L+\Delta$:

$$
\rho^2=(d-L)(d+L)=\Delta(2L+\Delta)
=2L\Delta\left(1+\frac{\Delta}{2L}\right).
$$

The ratio of the exact displacement to the estimate is

$$
\frac{\rho}{\rho_{\rm est}}=\sqrt{1+\frac{\Delta}{2L}}
=\sqrt{1+\frac{0.06}{3.10}}\simeq1.01 .
$$

The estimate is low by about 1% of the exact value. It becomes accurate when $\Delta\ll2L$.

Uncertainty in the lengths matters more. Differentiating $\rho^2=d^2-L^2$ gives $2\rho\,\delta\rho=2d\,\delta d-2L\,\delta L$, or

$$
\delta\rho=\frac{d}{\rho}\,\delta d-\frac{L}{\rho}\,\delta L .
$$

Here $d/\rho=3.70$. At fixed $L$, changing $d$ to 1.60 or 1.62 Å changes $\rho$ to 0.397 or 0.471 Å. As $d\to L$, $\rho$ tends to zero and the sensitivity diverges, so a small displacement is poorly determined by this subtraction. If $d<L$, there is no real solution and the fixed-silicon model cannot reconcile the data.

## What the two measurements report

### The average structure

Suppose all azimuths on the circle are equally likely. The mean oxygen position is then the midpoint, at distance $L$ from either silicon site, while each instantaneous bond has length $d$. The distance between mean positions differs from the mean distance because length is a nonlinear function of position.

A harmonic refinement describes the oxygen by a mean position and mean-square displacements. Along one transverse axis the displacement is $\rho\cos\alpha$, where $\alpha$ is the azimuth. Since $\langle\cos^2\alpha\rangle=1/2$,

$$
U_\perp=\rho^2\langle\cos^2\alpha\rangle=\frac{\rho^2}{2}
=0.095\ \text{Å}^2 .
$$

The ring thus appears as a flat displacement ellipsoid centred on the midpoint. This identification holds at small scattering vector $Q$. The oxygen amplitude for the ring is

$$
\langle e^{iQ_\perp\rho\cos\alpha}\rangle=J_0(Q_\perp\rho)
\simeq1-\frac{Q_\perp^2\rho^2}{4},
$$

where $Q_\perp$ is the component of $\mathbf Q$ normal to the Si-Si line and $J_0$ is the Bessel function of order zero. The harmonic factor is $e^{-Q_\perp^2U_\perp/2}\simeq1-Q_\perp^2U_\perp/2$, which agrees to this order when $U_\perp=\rho^2/2$. At larger $Q_\perp$ the two differ, so Bragg data are not blind to the ring, and a $U_\perp$ refined over a wide range of $Q$ need not equal $\rho^2/2$. A refinement with oxygen spread over a ring or over split sites can recover the longer distance if the data reach large enough $Q$ to separate the ring from thermal motion; the short length belongs to the mean sites.

### The pair distribution

For one oxygen position, the Si-O interference term is $\cos(\mathbf Q\cdot\mathbf r_1)$. In a powder all directions of $\mathbf Q$ relative to $\mathbf r_1$ are equally likely. With $\mu$ the cosine of the angle between them,

$$
\frac12\int_{-1}^{1}\cos(Qd\mu)\,d\mu=\frac{\sin(Qd)}{Qd}.
$$

This result depends on the bond length but not on the azimuth, so averaging over the ring leaves it unchanged. The bonded Si-O term in the total scattering therefore oscillates with $d$, not with $L$.

Now let thermal relative motion have variance $\sigma^2$ along every axis, which multiplies the term by $e^{-Q^2\sigma^2/2}$. The PDF in the form $D(r)$ is a sine transform weighted by $Q$. Up to a constant factor,

$$
D(r)\propto\int_0^\infty\frac{\sin(Qd)}{d}\,e^{-Q^2\sigma^2/2}\sin(Qr)\,dQ .
$$

Use $2\sin(Qd)\sin(Qr)=\cos Q(r-d)-\cos Q(r+d)$. The Gaussian integral of each cosine gives

$$
D(r)\propto\frac1d\left[e^{-(r-d)^2/2\sigma^2}
-e^{-(r+d)^2/2\sigma^2}\right].
$$

Near $r=d$ the second term is negligible when $\sigma\ll d$, and the peak lies at $d$, the bond length before this motion is added. For an assumed $\sigma=0.05$ Å, the computed peak is at 1.610 Å with a full width at half maximum of 0.118 Å.

The form of the PDF must be stated when a peak is read. Multiplying $D(r)$ by $r$ gives a radial distribution whose maximum satisfies $1/r=(r-d)/\sigma^2$, hence $r\simeq d+\sigma^2/d$. Here it moves to 1.612 Å, which is also the mean instantaneous distance for this isotropic motion. Inserting that position for $d$ would raise $\rho$ by about $3.70\times0.0016\ \text{Å}=0.006$ Å.

### Ring or cloud

The mean bond length does not prove that the oxygen avoids the midpoint. Consider a two-dimensional Gaussian cloud centred there, with $\langle v^2\rangle=\rho^2$. Writing $w=v^2$, its probability density is $e^{-w/\rho^2}/\rho^2$. Since $r^2=L^2+w$ and $dw=2r\,dr$, the density of bond lengths is

$$
p(r)=\frac{2r}{\rho^2}\,e^{-(r^2-L^2)/\rho^2},\qquad r\ge L .
$$

Before thermal broadening, the mean of this distribution is 1.609 Å, almost the same as the ring's 1.610 Å. Its shape is different. The function $D(r)$ weights each distance by $p(r)/r$, which falls steadily from $r=L$. With the same $\sigma=0.05$ Å, the cloud gives a skewed peak at 1.589 Å with a width of about 0.15 Å.

Raising the upper limit of $Q$ from 60 to 80 Å$^{-1}$, together with a finer angular quadrature, moves the cloud peak by $-0.0002$ Å and the ring peak by much less. The 0.02 Å separation is therefore not a numerical truncation effect. Distinguishing the models in data requires the peak shape and some knowledge of $\sigma$, because extra thermal motion can also broaden a ring peak. Nor does an instantaneous distance distribution tell whether the azimuths are frozen or changing in time.

## Can the tetrahedra remain regular?

Start from the straight-bridge structure, where the four bonds of one tetrahedron point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Rotate this tetrahedron by $\phi$ about $z$ and its neighbours by $-\phi$. For the first bond, the vectors from silicon to oxygen and from oxygen to the next silicon are

$$
\mathbf r_1=\frac d{\sqrt3}(\cos\phi-\sin\phi,\ \cos\phi+\sin\phi,\ 1),
$$

$$
\mathbf r_2=\frac d{\sqrt3}(\cos\phi+\sin\phi,\ \cos\phi-\sin\phi,\ 1).
$$

Their sum is the Si-Si vector $(2d/\sqrt3)(\cos\phi,\cos\phi,1)$. Its length must be $2L$:

$$
2L=2d\sqrt{\frac{2\cos^2\phi+1}{3}},\qquad
\cos^2\phi=\frac12\left(\frac{3L^2}{d^2}-1\right).
$$

This gives $\phi=19.3^\circ$. Half the difference of the bond vectors is the displacement from the midpoint:

$$
\mathbf v=\frac{\mathbf r_1-\mathbf r_2}{2}
=\frac d{\sqrt3}(-\sin\phi,\ \sin\phi,\ 0),\qquad
|\mathbf v|=d\sqrt{\frac23}\,\sin\phi=0.435\ \text{Å}.
$$

It is perpendicular to the Si-Si vector. For any of the four starting directions $(x,y,z)$, the two opposite rotations add to $2(x\cos\phi,\ y\cos\phi,\ z)$, so the same distortion, with $x$ and $y$ shortened by $\cos\phi$ relative to $z$, carries every silicon neighbour to its new lattice position and the network closes. Rotation preserves both the bond lengths and the tetrahedral angles of 109.47°.

This ordered crystal is tetragonal. Four times the Cartesian components of the Si-Si vector give pseudocubic edges of 7.016, 7.016 and 7.436 Å, whereas the average sites give a cubic edge of $8L/\sqrt3=7.159$ Å. The construction shows that regular tetrahedra are compatible with the required displacement; it is not a model of the whole cubic phase. A cubic average needs variants with the rotation axis along $x$, $y$ and $z$, or other disorder with cubic average symmetry.

If silicon is instead held on the cubic sites while the oxygens are displaced in the same rotational sense, the angles cannot all stay regular. Take the displacements in the $xy$ plane. Each bond then has a $z$ component of magnitude $L/\sqrt3$ and a squared horizontal length $d^2-L^2/3$. Two bonds with the same sign of $z$ have opposite horizontal parts; two with opposite signs have perpendicular ones. The cosines of the two kinds of O-Si-O angle are therefore

$$
\frac{2L^2/3-d^2}{d^2}\quad\text{and}\quad-\frac{L^2}{3d^2},
$$

which correspond to 112.5° and 108.0°. This distortion is mild. A slightly different azimuth, with bond $z$ components of magnitude $d/\sqrt3$, makes the tetrahedra on one silicon sublattice regular, but the angles on the other then range from 106.6° to 115.4°. Independent random azimuths at the same fixed silicon sites give O-Si-O angles with a standard deviation of about 15°. Nearly regular tetrahedra therefore require correlated oxygen displacements, even though the average over many cells may look like a uniform ring.

## Silicon motion and the real material

Let $\mathbf s$ be the displacement of the second silicon relative to the first, and measure $\mathbf v$ from their instantaneous midpoint. Then

$$
\mathbf r_1=L\mathbf e+\mathbf v+\frac{\mathbf s}{2},\qquad
\mathbf r_2=L\mathbf e-\mathbf v+\frac{\mathbf s}{2}.
$$

In the average of the two squared lengths, the terms linear in $\mathbf v$ cancel:

$$
\frac{r_1^2+r_2^2}{2}
=L^2+v^2+\frac{s^2}{4}+L\,\mathbf e\cdot\mathbf s .
$$

The last term vanishes on averaging because $\langle\mathbf s\rangle=0$. Let $\bar r$ and $\sigma_r^2$ be the mean and variance of the bond length, so that $\langle r^2\rangle=\bar r^2+\sigma_r^2$. Splitting $\mathbf v$ into axial and transverse parts gives

$$
\langle v_\perp^2\rangle=\bar r^2+\sigma_r^2-L^2
-\langle v_\parallel^2\rangle-\frac{\langle s^2\rangle}{4}.
$$

The result is now a root-mean-square displacement from the moving midpoint and no longer a ring radius.

For rough assumed sizes, take $\bar r=d$, a bond-length width of 0.05 Å and an axial oxygen displacement of 0.05 Å. Included separately, they change 0.435 Å to 0.438 and 0.433 Å; together they cancel, since their squares are equal. Silicon matters more. Take a Si-Si distance width of 0.10 Å, which to first order is the axial spread of $\mathbf s$, and a transverse mean-square displacement of 0.03 Å$^2$ per silicon and axis. For uncorrelated neighbours the relative variance is twice this value on each of two axes, so

$$
\frac{\langle s^2\rangle}{4}
=\frac{0.10^2+4(0.03)}{4}\ \text{Å}^2=0.0325\ \text{Å}^2,
$$

$$
\sqrt{\langle v_\perp^2\rangle}
=\sqrt{0.1896-0.0325}\ \text{Å}=0.396\ \text{Å}.
$$

With a correlation coefficient of one half between neighbouring transverse displacements, the result is 0.415 Å. These are moment estimates. If the assumed silicon motion is Gaussian, about 15% of the instantaneous Si-Si distances exceed $2d=3.22$ Å, so the assumed sizes can hold only if some bonds stretch beyond $d$.

The cubic phase is the high-temperature form of cristobalite, so thermal motion cannot be neglected. The inferred angle near 149° rests on the two given lengths and on fixed silicon. Silicon is not fixed in the real crystal. For the motion assumed here, including it lowers the inferred displacement from the instantaneous Si-Si midpoint by 0.02 to 0.04 Å, comparable with the effect of a 0.01 Å error in $d$. The displacement from the average oxygen site also contains the motion of that midpoint, so it can be smaller or larger than 0.435 Å, depending on how oxygen and silicon move together. The value 0.44 Å therefore belongs to the fixed-silicon model; it is not a direct measurement of the oxygen displacement. The numerical output below lists the quantities used here.

## Values computed for the example and the checks

```
Input site distance L: 1.55 angstrom
Input local bond d: 1.61 angstrom
Average Si-Si distance: 3.10 angstrom
Cubic edge from L: 7.159 angstrom
d squared: 2.5921 angstrom^2
L squared: 2.4025 angstrom^2
rho squared: 0.1896 angstrom^2
Transverse displacement rho: 0.4354 angstrom
rho from root search: 0.4354 angstrom
rho in nm: 0.0435 nm
Si-O-Si angle: 148.6 deg
Axial shift, longer bond: 1.61 angstrom
Axial shift, shorter bond: 1.49 angstrom
Small-displacement estimate of rho: 0.4313 angstrom
Sensitivity d/rho: 3.70 (no unit)
rho if d is 0.01 smaller: 0.397 angstrom
rho if d is 0.01 larger: 0.471 angstrom
Apparent U per transverse axis: 0.0948 angstrom^2
Largest powder-average error: 4.0e-15 (no unit)
Assumed thermal width sigma: 0.05 angstrom
Ring: pair peak position: 1.6100 angstrom
Ring: full width at half maximum: 0.118 angstrom
Ring: peak after multiplying by r: 1.6116 angstrom
Cloud: mean bond before broadening: 1.6090 angstrom
Cloud: pair peak position: 1.5888 angstrom
Cloud: full width at half maximum: 0.149 angstrom
Convergence: Q limit 60 to 80 per angstrom, nodes 200 to 300
Ring peak shift: -1.9e-06 angstrom
Cloud peak shift: -2.0e-04 angstrom
Tetrahedral tilt phi: 19.34 deg
Tilted crystal: Si-Si distance: 3.1000 angstrom
Tilted crystal: O off the Si-Si line: 0.4354 angstrom
Tilted crystal: pseudocubic edge x: 7.016 angstrom
Tilted crystal: pseudocubic edge z: 7.436 angstrom
Tilted crystal: edge ratio z/x: 1.060 (no unit)
Regular tetrahedral angle: 109.47 deg
Cubic cooperative: smallest O-Si-O: 108.0 deg
Cubic cooperative: largest O-Si-O: 112.5 deg
Random azimuths: O-Si-O std dev: 15.4 deg
Ensemble test: true rms transverse v: 0.4000 angstrom
Ensemble test: recovered rms: 0.4000 angstrom
Assumed axial O rms: 0.05 angstrom
Assumed Si-Si distance width: 0.10 angstrom
Assumed transverse Si U per axis: 0.03 angstrom^2
rho with bond width only: 0.4383 angstrom
rho with axial O motion only: 0.4326 angstrom
rho with uncorrelated Si motion: 0.3964 angstrom
rho with half-correlated Si motion: 0.4148 angstrom
rho with all, Si uncorrelated: 0.3964 angstrom
```
